# Can vibrational frequencies be computed at any molecular geometry?: verification in Python

```python
"""
Harmonic analysis away from a stationary point, tested on water (RHF/cc-pVDZ).
Results under test:
  H (n x r) = n x g : a rotation is a null vector of the Hessian only if g = 0;
  internal-coordinate frequencies depend on the coordinates unless g = 0;
  the projected Cartesian Hessian equals the covariant internal Hessian
  H_q - Gamma.g_q, whichever internal coordinates q are used.
Symbols: g, H = Cartesian gradient and Hessian; F = mass-weighted Hessian;
q = internal coordinates; metric = inverse Wilson G matrix; Gamma = its
Christoffel symbols. Atomic units inside, wavenumbers in cm^-1 in the output.
Negative wavenumbers denote imaginary frequencies.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.linalg import eigh, null_space
from pyscf import gto, scf, lib

lib.num_threads(1)
BOHR = constants.value("Bohr radius") * 1e10
HARTREE_CM = constants.value("hartree-inverse meter relationship") / 100
AMU = constants.atomic_mass / constants.m_e
MASS_U = np.array([15.994915, 1.007825, 1.007825])
MASS = MASS_U * AMU
ROOT_M = np.sqrt(np.repeat(MASS, 3))
AXES = np.eye(3)


def wavenumbers(eigenvalues):
    e = np.asarray(eigenvalues)
    return np.sign(e) * np.sqrt(np.abs(e)) * HARTREE_CM


def text(values, digits=1):
    return " ".join(f"{v:.{digits}f}" for v in np.atleast_1d(values))


# ---- electronic structure -------------------------------------------------
def run_scf(x):
    atoms = [(s, tuple(p)) for s, p in zip("OHH", x.reshape(3, 3))]
    mol = gto.M(atom=atoms, unit="Bohr", basis="cc-pvdz", verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-11
    mf.conv_tol_grad = 1e-8
    mf.kernel()
    assert mf.converged
    return mf


def cartesian_gradient(x):
    return run_scf(x).nuc_grad_method().kernel().ravel()


def gradient_and_hessian(x):
    mf = run_scf(x)
    g = mf.nuc_grad_method().kernel().ravel()
    h = mf.Hessian().kernel().transpose(0, 2, 1, 3).reshape(9, 9)
    return g, h


# ---- internal coordinates -------------------------------------------------
def to_valence(kind, q):
    """Return (bond 1, bond 2, angle) from the chosen coordinates."""
    if kind == "bonds+angle":
        return np.array(q)
    if kind == "inverse bonds+angle":
        return np.array([1 / q[0], 1 / q[1], q[2]])
    cosine = (q[0]**2 + q[1]**2 - q[2]**2) / (2 * q[0] * q[1])
    return np.array([q[0], q[1], np.arccos(cosine)])


def from_valence(kind, p):
    if kind == "bonds+angle":
        return np.array(p)
    if kind == "inverse bonds+angle":
        return np.array([1 / p[0], 1 / p[1], p[2]])
    hh = np.sqrt(p[0]**2 + p[1]**2 - 2 * p[0] * p[1] * np.cos(p[2]))
    return np.array([p[0], p[1], hh])


STEPS = {"bonds+angle": [0.004, 0.004, 0.004],
         "inverse bonds+angle": [0.001, 0.001, 0.004],
         "three distances": [0.004, 0.004, 0.004]}


def positions(kind, q):
    """Planar molecule in the yz plane, oxygen at the origin."""
    r1, r2, angle = to_valence(kind, q)
    s, c = np.sin(angle / 2), np.cos(angle / 2)
    return np.array([0, 0, 0, 0, r1 * s, r1 * c, 0, -r2 * s, r2 * c])


def derivative(function, q, h=1e-3):
    """Fourth-order central differences; derivative index comes last."""
    columns = []
    for e in np.eye(len(q)) * h:
        columns.append((8 * (function(q + e) - function(q - e))
                        - function(q + 2 * e) + function(q - 2 * e)) / (12 * h))
    return np.stack(columns, axis=-1)


def internal_gradient(kind, q):
    jacobian = derivative(lambda p: positions(kind, p), q)
    return jacobian.T @ cartesian_gradient(positions(kind, q))


def internal_hessian(kind, q):
    columns = []
    for e in np.diag(STEPS[kind]):
        difference = internal_gradient(kind, q + e) - internal_gradient(kind, q - e)
        columns.append(difference / (2 * e.sum()))
    h = np.array(columns).T
    return (h + h.T) / 2


# ---- translations, rotations and metric ------------------------------------
def centred(x):
    r = x.reshape(3, 3)
    return r - MASS @ r / MASS.sum()


def external_basis(x):
    r = centred(x)
    vectors = [np.tile(a, 3) * ROOT_M for a in AXES]
    vectors += [np.cross(a, r).ravel() * ROOT_M for a in AXES]
    return np.linalg.qr(np.array(vectors).T)[0]


def internal_metric(kind, q):
    x = positions(kind, q)
    a = ROOT_M[:, None] * derivative(lambda p: positions(kind, p), q)
    overlap = external_basis(x).T @ a
    return a.T @ a - overlap.T @ overlap


def covariant_hessian(kind, q, g, h):
    metric = internal_metric(kind, q)
    dm = derivative(lambda p: internal_metric(kind, p), q)
    w = np.linalg.solve(metric, g)
    gamma_g = 0.5 * (np.einsum("l,lji->ij", w, dm)
                     + np.einsum("l,lij->ij", w, dm)
                     - np.einsum("l,ijl->ij", w, dm))
    return h - gamma_g


def internal_frequencies(h, metric, g=None):
    """All frequencies, or only those transverse to the gradient g."""
    z = np.eye(3) if g is None else null_space(g[None, :])
    return wavenumbers(eigh(z.T @ h @ z, z.T @ metric @ z, eigvals_only=True))


def projected_modes(f, basis):
    keep = np.eye(9) - basis @ basis.T
    values, vectors = np.linalg.eigh(keep @ f @ keep)
    chosen = np.sort(np.argsort(abs(values))[basis.shape[1]:])
    return values[chosen], vectors[:, chosen]


def rotation_curvatures(x, g):
    """Curvature along each normalized rotation, from the gradient alone."""
    r = centred(x)
    virial = (g.reshape(3, 3) * r).sum(axis=0)
    second = (MASS[:, None] * r**2).sum(axis=0)
    inertia = second.sum() - second
    return (virial.sum() - virial) / inertia, inertia


def analyse(p):
    x = positions("bonds+angle", p)
    g, h = gradient_and_hessian(x)
    f = h / np.outer(ROOT_M, ROOT_M)
    # Iterative response equations limit the Hessian to about 1e-5.
    for a in AXES:
        assert np.allclose(h @ np.tile(a, 3), 0, atol=5e-5)
        turned = np.cross(a, centred(x)).ravel()
        expected = np.cross(a, g.reshape(3, 3)).ravel()
        assert np.allclose(h @ turned, expected, atol=5e-5)
    basis = external_basis(x)
    assert np.linalg.norm(basis.T @ (g / ROOT_M)) < 1e-6
    curvature, inertia = rotation_curvatures(x, g)
    eigenvalues = np.linalg.eigvalsh(f)
    order = np.argsort(abs(eigenvalues))
    return dict(x=x, g=g, f=f, basis=basis, curvature=curvature, inertia=inertia,
                low=np.sort(eigenvalues[order[:6]]),
                high=np.sort(eigenvalues[order[6:]]),
                projected=projected_modes(f, basis))


def check_out_of_plane(data):
    """For symmetric bonds the two out-of-plane rotations are eigenvectors."""
    block = data["f"][::3, ::3]
    predicted = np.sort(np.r_[0, data["curvature"][1:]])
    assert np.allclose(np.linalg.eigvalsh(block), predicted, atol=1e-8)


# ---- diatomic formulae, symbolic Morse potential ----------------------------
r, s, x, y, z, depth, a, re = sp.symbols("r s x y z depth a re", positive=True)
morse = depth * (1 - sp.exp(-a * (r - re)))**2
d1, d2 = sp.diff(morse, r), sp.diff(morse, r, 2)
cart = sp.hessian(morse.subs(r, sp.sqrt(x**2 + y**2 + z**2)), (x, y, z))
cart = cart.subs({x: 0, y: 0, z: r})
assert sp.simplify(cart - sp.diag(d1 / r, d1 / r, d2)) == sp.zeros(3)
inverse_curvature = sp.diff(morse.subs(r, 1 / s), s, 2).subs(s, 1 / r) / r**4
assert sp.simplify(inverse_curvature - d2 - 2 * d1 / r) == 0

# ---- equilibrium structure --------------------------------------------------
valence = "bonds+angle"
minimum = np.array([1.79, 1.79, 1.83])
start_hessian = internal_hessian(valence, minimum)
for _ in range(7):
    minimum = minimum - np.linalg.solve(start_hessian,
                                        internal_gradient(valence, minimum))
at_min = analyse(minimum)
assert np.max(abs(at_min["g"])) < 1e-6
assert np.max(abs(at_min["low"])) < 1e-8
assert np.all(at_min["high"] > 0)

print("Water, RHF/cc-pVDZ; negative wavenumber = imaginary")
print("Masses O, H (u):", text(MASS_U[:2], 6))
print(f"Minimum: bond {minimum[0]*BOHR:.4f} angstrom")
print(f"Minimum: angle {np.degrees(minimum[2]):.2f} degree")
print("Minimum, vibrations (cm^-1):", text(wavenumbers(at_min["high"])))
print("Minimum, largest external |wavenumber| (cm^-1):",
      text(np.max(abs(wavenumbers(at_min["low"])))))
for kind in STEPS:
    q = from_valence(kind, minimum)
    freq = internal_frequencies(internal_hessian(kind, q), internal_metric(kind, q))
    assert np.allclose(freq, wavenumbers(at_min["high"]), atol=0.5)
    print(f"Minimum, {kind} (cm^-1):", text(freq))

# ---- small gradient, stretched bonds, shortened bonds -----------------------
angle = np.radians(110)
cases = {"Bonds +0.001 angstrom": minimum + np.array([1, 1, 0]) * 0.001 / BOHR,
         "Stretched": np.array([1.00 / BOHR, 1.00 / BOHR, angle]),
         "Shortened": np.array([0.90 / BOHR, 0.90 / BOHR, angle])}
results = {}
for name, p in cases.items():
    data = results[name] = analyse(p)
    check_out_of_plane(data)
    print(f"{name}: bond {p[0]*BOHR:.4f} angstrom, "
          f"angle {np.degrees(p[2]):.2f} degree")
    print("  largest Cartesian gradient (hartree/bohr):",
          text(np.max(abs(data["g"])), 5))
    print("  rotations normal, in-plane, C2 axis (cm^-1):",
          text(wavenumbers(data["curvature"])))
    print("  six lowest modes, full Hessian (cm^-1):",
          text(wavenumbers(data["low"])))
    print("  three highest modes (cm^-1):", text(wavenumbers(data["high"])))
assert np.all(results["Stretched"]["curvature"] > 0)
assert np.all(results["Shortened"]["curvature"] < 0)
assert np.sum(results["Shortened"]["low"] < -1e-7) == 3

# ---- coordinate dependence and projection at the stretched structure --------
p, data = cases["Stretched"], results["Stretched"]
tr_projected = wavenumbers(data["projected"][0])
direction = data["g"] / ROOT_M
direction = direction / np.linalg.norm(direction)
mha_values, _ = projected_modes(data["f"], np.c_[data["basis"], direction])
mha = wavenumbers(mha_values)
print("Stretched, rotations projected (cm^-1):", text(tr_projected))
print("Stretched, MHA transverse (cm^-1):", text(mha))
plain, transverse = {}, {}
for kind in STEPS:
    q = from_valence(kind, p)
    g, h, metric = (internal_gradient(kind, q), internal_hessian(kind, q),
                    internal_metric(kind, q))
    if kind == valence:
        valence_g, valence_h = g, h
        print("Stretched, dV/d(bond) (hartree/bohr):", text(g[0], 5))
        print("Stretched, dV/d(angle) (hartree/rad):", text(g[2], 5))
    else:
        t = derivative(lambda c: to_valence(kind, c), q)
        second = derivative(
            lambda c: derivative(lambda d: to_valence(kind, d), c), q)
        predicted = t.T @ valence_h @ t + np.einsum("k,kij->ij", valence_g, second)
        assert np.allclose(h, predicted, atol=1e-3)
    plain[kind] = internal_frequencies(h, metric)
    transverse[kind] = internal_frequencies(h, metric, g)
    corrected = covariant_hessian(kind, q, g, h)
    covariant = internal_frequencies(corrected, metric)
    assert np.allclose(covariant, tr_projected, atol=0.5)
    assert np.allclose(internal_frequencies(corrected, metric, g), mha, atol=0.5)
    print(f"Stretched, {kind}:")
    print("  uncorrected (cm^-1):", text(plain[kind]))
    print("  uncorrected, transverse (cm^-1):", text(transverse[kind]))
    print("  metric-corrected (cm^-1):", text(covariant))
for kind in list(STEPS)[1:]:
    assert np.max(abs(plain[kind] - plain[valence])) > 5
spread = np.ptp(np.array(list(transverse.values())), axis=0)
assert np.max(spread) > 20
print("Spread of uncorrected transverse modes (cm^-1):", text(spread))

# ---- unequal bonds: rotation mixes with the vibrations ----------------------
skewed = np.array([0.90 / BOHR, 1.05 / BOHR, np.radians(100)])
data = analyse(skewed)
values, modes = data["projected"]
push = np.cross(AXES[0], data["g"].reshape(3, 3)).ravel() / ROOT_M
coupling = modes.T @ push / np.sqrt(data["inertia"][0])
bordered = np.diag(np.r_[data["curvature"][0], values])
bordered[0, 1:] = bordered[1:, 0] = coupling
in_plane = [1, 2, 4, 5, 7, 8]
full = np.linalg.eigvalsh(data["f"][np.ix_(in_plane, in_plane)])
rebuilt = np.sort(np.r_[0, 0, np.linalg.eigvalsh(bordered)])
assert np.allclose(full, rebuilt, atol=2e-8)
g, h = internal_gradient(valence, skewed), internal_hessian(valence, skewed)
covariant = internal_frequencies(covariant_hessian(valence, skewed, g, h),
                                 internal_metric(valence, skewed))
assert np.allclose(covariant, wavenumbers(values), atol=0.5)
print("Skewed: bonds (angstrom):", text(skewed[:2] * BOHR, 2))
print("Skewed: angle (degree):", text(np.degrees(skewed[2])))
print("Skewed, full Hessian vibrations (cm^-1):",
      text(wavenumbers(data["high"]), 2))
print("Skewed, rotations projected (cm^-1):", text(wavenumbers(values), 2))
print("Skewed, change on projection (cm^-1):",
      text(wavenumbers(values) - wavenumbers(data["high"]), 2))
print("all good")
```

Output:

```
Water, RHF/cc-pVDZ; negative wavenumber = imaginary
Masses O, H (u): 15.994915 1.007825
Minimum: bond 0.9463 angstrom
Minimum: angle 104.61 degree
Minimum, vibrations (cm^-1): 1775.8 4113.8 4212.1
Minimum, largest external |wavenumber| (cm^-1): 0.5
Minimum, bonds+angle (cm^-1): 1775.8 4113.8 4212.2
Minimum, inverse bonds+angle (cm^-1): 1775.8 4113.8 4212.1
Minimum, three distances (cm^-1): 1775.8 4113.8 4212.2
Bonds +0.001 angstrom: bond 0.9473 angstrom, angle 104.61 degree
  largest Cartesian gradient (hartree/bohr): 0.00132
  rotations normal, in-plane, C2 axis (cm^-1): 133.4 133.6 133.3
  six lowest modes, full Hessian (cm^-1): -0.1 -0.0 0.1 133.3 133.4 133.6
  three highest modes (cm^-1): 1778.4 4099.6 4197.9
Stretched: bond 1.0000 angstrom, angle 110.00 degree
  largest Cartesian gradient (hartree/bohr): 0.05105
  rotations normal, in-plane, C2 axis (cm^-1): 886.1 776.4 929.9
  six lowest modes, full Hessian (cm^-1): -0.1 -0.0 0.1 776.4 885.4 929.9
  three highest modes (cm^-1): 1810.3 3375.4 3519.3
Shortened: bond 0.9000 angstrom, angle 110.00 degree
  largest Cartesian gradient (hartree/bohr): 0.08016
  rotations normal, in-plane, C2 axis (cm^-1): -984.4 -1101.4 -928.9
  six lowest modes, full Hessian (cm^-1): -1101.4 -985.0 -928.9 -0.1 -0.0 0.1
  three highest modes (cm^-1): 1502.0 4790.6 4938.0
Stretched, rotations projected (cm^-1): 1810.3 3375.4 3519.2
Stretched, MHA transverse (cm^-1): 1875.2 3519.2
Stretched, dV/d(bond) (hartree/bohr): 0.05451
Stretched, dV/d(angle) (hartree/rad): 0.02107
Stretched, bonds+angle:
  uncorrected (cm^-1): 1562.7 3375.0 3521.5
  uncorrected, transverse (cm^-1): 1627.2 3521.5
  metric-corrected (cm^-1): 1810.3 3375.5 3519.2
Stretched, inverse bonds+angle:
  uncorrected (cm^-1): 1564.0 3600.2 3747.1
  uncorrected, transverse (cm^-1): 1647.6 3747.1
  metric-corrected (cm^-1): 1810.3 3375.4 3519.2
Stretched, three distances:
  uncorrected (cm^-1): 1642.2 3375.4 3504.7
  uncorrected, transverse (cm^-1): 1717.2 3504.7
  metric-corrected (cm^-1): 1810.4 3375.5 3519.2
Spread of uncorrected transverse modes (cm^-1): 90.1 242.4
Skewed: bonds (angstrom): 0.90 1.05
Skewed: angle (degree): 100.0
Skewed, full Hessian vibrations (cm^-1): 1829.85 2896.98 4866.00
Skewed, rotations projected (cm^-1): 1718.13 2896.37 4865.95
Skewed, change on projection (cm^-1): -111.73 -0.61 -0.04
all good
```
